# Bandwidth-Efficiency Product of a Thin Germanium Photodiode, With and Without Mirror

Q: A thinner germanium layer collects its carriers sooner but absorbs less light. I accept that there is a trade. Why should the gain and the loss cancel, rather than leave some best thickness?

A: Take the two factors separately, starting with absorption. Light enters a depleted layer at $z=0$ and leaves at $z=d$. The absorption coefficient $\alpha$ is defined by the loss of optical power, $dP/dz=-\alpha P$, so $P(z)=P(0)e^{-\alpha z}$. A fraction $R$ of the incident light is reflected at the front. For now the back passes all light that reaches it, and each absorbed photon gives one collected electron-hole pair. The efficiency, in pairs per incident photon, is

$$\eta=(1-R)\left(1-e^{-\alpha d}\right).$$

Since $1-e^{-\alpha d}=\alpha d-(\alpha d)^2/2+\dots$, a weakly absorbing layer with $\alpha d\ll1$ has

$$\eta\simeq(1-R)\,\alpha d .$$

Relative to the full expression, this is too large by about $\alpha d/2$. In the same limit $e^{-\alpha z}$ hardly changes across the layer, so pairs are born uniformly in depth.

Q: The efficiency is then proportional to $d$. For the speed you will say that carriers need a time $d/v$. But the circuit sees no charge until a carrier arrives at a contact, so surely the arrival times decide everything.

A: The circuit responds while the carrier is moving. Charge conservation and Gauss's law together make the total current, conduction plus displacement, the same at every depth. We may therefore average it over the layer:

$$i(t)=\frac1d\int_0^d i_{\rm cond}\,dz+\frac{\varepsilon A}{d}\frac{d}{dt}\int_0^d E\,dz .$$

Here $A$ is the area and $\varepsilon$ the permittivity. The last integral is the voltage across the layer. If that is held constant, the second term vanishes. One carrier of charge $q$ and speed $v$ contributes $qv$ to the first integral, so it drives a current $qv/d$ from birth until arrival.

Q: Then an electron and a hole each drive $qv/d$. Does one photon deliver charge $2q$?

A: No, because they share the thickness. Let electrons drift towards $z=d$ and holes towards $z=0$. A pair born at $z$ delivers

$$q\,\frac{d-z}{d}+q\,\frac{z}{d}=q .$$

Now let a short flash create $N$ pairs uniformly, and let both carriers have the same speed $v$. Define $\tau=d/v$. At time $t$ the electrons still moving are those born at $z<d-vt$, a fraction $1-t/\tau$. The holes still moving are those born at $z>vt$, the same fraction. Hence

$$i(t)=2Nq\,\frac vd\left(1-\frac t\tau\right),\qquad 0<t<\tau .$$

Dividing by the total charge $Nq$ gives the normalised response

$$h(t)=\frac2\tau\left(1-\frac t\tau\right),\qquad \int_0^\tau h\,dt=1 .$$

Q: That is a triangle in time. Where does a bandwidth come from?

A: From its Fourier transform. I define the bandwidth $f$ as the modulation frequency at which the photocurrent amplitude is $1/\sqrt2$ of its low-frequency value, so that the electrical power is halved. With $x=\omega\tau$, $\omega=2\pi f$ and $s=t/\tau$,

$$H=2\int_0^1(1-s)e^{-ixs}\,ds .$$

Integrate by parts, differentiating $1-s$. The boundary term is $1/(ix)$, and the remaining integral is elementary:

$$H=\frac2{ix}\left[1-\int_0^1e^{-ixs}ds\right]
=\frac2{ix}\left[1-\frac{1-e^{-ix}}{ix}\right].$$

Take out $1/(ix)^2=-1/x^2$ and use $e^{-ix}=\cos x-i\sin x$:

$$H=-\frac2{x^2}\left[(\cos x-1)+i(x-\sin x)\right].$$

The squared modulus is

$$|H|^2=\frac4{x^4}\left[(1-\cos x)^2+(x-\sin x)^2\right]
=\frac4{x^4}\left[2-2\cos x+x^2-2x\sin x\right],$$

where $\cos^2x+\sin^2x=1$ was used. Setting $|H|^2=1/2$ gives

$$2-2\cos x+x^2-2x\sin x=\frac{x^4}{8}.$$

Its positive root is $x=3.477$.

Q: An equation with sines in it may have several roots. How do you know that this is the one?

A: $|H|^2$ never rises with $x$. Call the bracket $B$, so that $|H|^2=4B/x^4$. Its derivative has the sign of $xB'-4B$. Differentiation gives $B'=2x(1-\cos x)$, because the two $2\sin x$ terms cancel. Then

$$xB'-4B=-2x^2(1+\cos x)-8(1-\cos x)+8x\sin x .$$

Using half angles, this becomes

$$-4x^2\cos^2\tfrac x2-16\sin^2\tfrac x2+16x\sin\tfrac x2\cos\tfrac x2
=-4\left(x\cos\tfrac x2-2\sin\tfrac x2\right)^2\le0 .$$

The response falls from 1 at zero frequency and crosses one half once. Therefore

$$f=\frac{x}{2\pi\tau}=\kappa\frac vd,\qquad \kappa=\frac{3.477}{2\pi}=0.553 .$$

Multiplying by the thin-layer efficiency gives

$$\eta f\simeq(1-R)\,\alpha d\;\kappa\frac vd=(1-R)\,\kappa\,\alpha v .$$

The thickness has cancelled. Within this model there is no best thickness, as long as $\alpha d\ll1$ and $v$ and $\alpha$ stay the same when $d$ is changed.

Q: Those last words carry a lot. Drift speed depends on field, and electrons and holes do not drift equally fast.

A: I hold the field fixed when comparing thicknesses, so the voltage is raised in proportion to $d$. Each carrier then keeps its speed. If the field is also high enough for the speeds to have saturated, small changes of field hardly matter to them.

Unequal speeds change the coefficient but not the scaling. Write $T(x)$ for the function $H$ found above. Electrons contribute the current $(v_e/d)(1-v_et/d)$ per unit total charge, whose transform is $\tfrac12T(\omega d/v_e)$. Holes contribute likewise, so

$$H=\tfrac12\left[T(\omega d/v_e)+T(\omega d/v_h)\right].$$

For fixed speeds this depends on $\omega$ and $d$ through $\omega d$ alone. Half power occurs at a fixed value of $\omega d$, and again $f\propto1/d$.

Q: Put numbers in. I want to see how thin "thin" has to be.

A: Take light of wavelength 1550 nm, a layer at 300 K, and rough values for germanium grown on silicon: $\alpha=2000\ \mathrm{cm^{-1}}$ and $v=6\times10^6$ cm/s for both carriers. Let the front be free of reflection, $R=0$. The limiting product is

$$0.5533\times2000\ \mathrm{cm^{-1}}\times6\times10^6\ \mathrm{cm/s}
=6.64\times10^9\ \mathrm{s^{-1}},$$

or 6.64 GHz. For $d=500$ nm, $\alpha d=0.100$ and $\tau=8.33$ ps, so $f=0.5533/(8.33\ \mathrm{ps})=66.4$ GHz.

The next table keeps the full exponential, both in the efficiency and in the depth at which pairs are born. The field is the same in each row, and transit time is the sole limit on speed.

| $d$ (nm) | $\eta$ | $f$ (GHz) | $\eta f$ (GHz) |
|---:|---:|---:|---:|
| 125 | 0.025 | 265.6 | 6.56 |
| 500 | 0.095 | 66.4 | 6.32 |
| 1000 | 0.181 | 33.2 | 6.02 |
| 5000 | 0.632 | 6.6 | 4.16 |

From 125 to 1000 nm the thickness grows eightfold and the product falls by about 8%. At 5000 nm, where $\alpha d=1$, the product is 37% below its thin-layer limit. In the opposite limit, $\alpha d\gg1$, the efficiency saturates at $1-R$ and the pairs are born close to the front. The bandwidth still varies as $1/d$, so the product does too.

Q: Now put a perfect mirror behind the layer. The light passes twice, so you will claim a factor of two. But the second pass creates carriers at different depths. Why should the bandwidth survive?

A: First the efficiency, still with $R=0$ and adding powers rather than wave amplitudes. After two passes a fraction $e^{-2\alpha d}$ of the light leaves through the front, so

$$\eta_m=1-e^{-2\alpha d}=(1-e^{-\alpha d})(1+e^{-\alpha d})=\eta\,(1+e^{-\alpha d}).$$

For the bandwidth, consider a pair born at $z$ with equal carrier speeds. One carrier moves for a time $(d-z)/v$ and the other for $z/v$. A pair born at $d-z$ has the same two times exchanged, and drives the same current. The current therefore depends on the birth profile $g(z)$ only through the sum $g(z)+g(d-z)$.

Without a mirror, $g=e^{-\alpha z}$ and the sum is

$$S(z)=e^{-\alpha z}+e^{-\alpha d}e^{\alpha z}.$$

With a mirror, the light returning to depth $z$ has travelled $2d-z$, so $g_m=e^{-\alpha z}+e^{-2\alpha d}e^{\alpha z}$. Adding $g_m(d-z)=e^{-\alpha d}e^{\alpha z}+e^{-\alpha d}e^{-\alpha z}$ gives

$$S_m(z)=(1+e^{-\alpha d})e^{-\alpha z}+(1+e^{-\alpha d})e^{-\alpha d}e^{\alpha z}
=(1+e^{-\alpha d})\,S(z).$$

The shape is unchanged and only its size grows. For equal speeds the mirror thus leaves the bandwidth as it was at any $\alpha d$, and

$$\frac{\eta_mf_m}{\eta f}=1+e^{-\alpha d}\;\longrightarrow\;2\qquad(\alpha d\to0).$$

The thin-layer product with mirror is $2\kappa\alpha v=13.3$ GHz. At 500 nm the product is 12.0 GHz, a gain of 1.90. At $\alpha d=1$ the gain has dropped to $5.69/4.16=1.37$, because only 37% of the light is left for the second pass.

With unequal speeds the symmetry is lost. For electrons at $7\times10^6$ cm/s and holes at $6\times10^6$ cm/s in a 500 nm layer, the mirror lowers the bandwidth by about 0.3% when the electrons drift away from the lit face, as here, and raises it by as much in the opposite orientation. The extra optical path matters little: the round trip takes 14 fs, against a carrier transit of 8.33 ps.

Q: Could I use the mirror for speed instead of efficiency?

A: Yes, by halving the thickness. A 250 nm layer with mirror has the same optical path as a 500 nm layer without one, so both absorb a fraction 0.095. Their transit-limited bandwidths are 132.8 and 66.4 GHz. Used this way the mirror doubles the product, against a gain of 1.90 when the thickness stays at 500 nm, provided that the circuit can follow and diffusion is negligible. With the diffusion considered below, halving the thickness gains only a factor of about 1.8 with blocking contacts and 1.65 with absorbing ones, and keeping 500 nm gives the larger product.

Q: You set $R=0$ before adding the mirror. With a bare front surface, both cases carry a factor $1-R$, which cancels in the ratio. Why insist on a coating?

A: Because the returning light meets the front surface from inside, and a fraction $R$ of it is sent back for another double pass. Each double pass absorbs a fraction $1-e^{-2\alpha d}$ of the power that begins it and returns $e^{-2\alpha d}$ to the front. Summing the geometric series,

$$\eta_m=(1-R)(1-e^{-2\alpha d})\sum_{m=0}^{\infty}\left(Re^{-2\alpha d}\right)^m
=\frac{(1-R)(1-e^{-2\alpha d})}{1-Re^{-2\alpha d}} .$$

For small $\alpha d$ the denominator is $1-R+2R\alpha d$. If also $2R\alpha d\ll1-R$, then $\eta_m\simeq2\alpha d$. Without the mirror, $\eta\simeq(1-R)\alpha d$. The gain is therefore

$$\frac{\eta_m}{\eta}\longrightarrow\frac{2}{1-R},$$

which equals two only for $R=0$. With a rough refractive index $n=4.2$, a bare surface in air has $R=[(n-1)/(n+1)]^2=0.379$. The limiting gain is then 3.22, and at $\alpha d=0.1$ it is 2.76. With interference averaged out, the larger ratio does not make the bare device better. It starts from a lower efficiency, and its mirrored efficiency in the thin limit, $2\alpha d$, is that of the coated one.

Q: Light between a mirror and a surface interferes. What have you discarded by adding powers?

A: For a partly reflecting front, the wave that has made $m$ round trips carries an extra phase $m\theta$. The power inside contains products of waves with different $m$, which vary as $e^{i(m-m')\theta}$. Averaged over a full cycle of $\theta$ they vanish, and the sum of separate powers remains. Adding powers therefore means taking an average over one fringe, with absorption weak enough not to alter the surface reflection. At a single wavelength a bare-front device can lie above or below that average, and on resonance it can absorb more than the coated device.

A reflection-free front removes the repeated round trips, but the incoming and returning waves still overlap. Let the field vanish at the mirror and let $k=2\pi n/\lambda$. For weak absorption the field is $e^{ikz}-e^{2ikd}e^{-ikz}$, relative to the incoming wave, and its squared modulus is $2-2\cos[2k(d-z)]$. The absorbed fraction is

$$\alpha\int_0^d\{2-2\cos[2k(d-z)]\}\,dz
=2\alpha d\left[1-\frac{\sin2kd}{2kd}\right].$$

The correction cannot exceed $1/(2kd)$, which is 5.9% here. At 500 nm the bracket is 1.057, so in this weak-absorption estimate the standing wave raises the absorption by 5.7% relative to the average. At the actual $\alpha d=0.1$ the rise is about 5%. The standing wave also changes where pairs are born, which lowers the bandwidth by about 2% at 500 nm. Both effects tend to grow as the layer thins: in the 250 nm mirrored layer the absorption is about 9% below the average and the bandwidth about 8% above its uniform-generation value. The factor of two therefore requires $2kd\gg1$ as well as $\alpha d\ll1$. A layer much thinner than the wavelength would lie at the field node and absorb less with this mirror than without it. A mirror with a different reflection phase would shift the pattern.

Q: You have also assumed that the transit time sets the speed. A thin diode is a large capacitor.

A: That sets a lower limit on useful thickness. A diode of diameter 8 µm, with relative permittivity 16 and $d=500$ nm, has $C=\varepsilon A/d=14.2$ fF. With a load $R_L=50\ \Omega$ the circuit alone has

$$f_{RC}=\frac1{2\pi R_LC}=223.5\ \mathrm{GHz}.$$

Combining its response with the transit response, $|H|^2/[1+(f/f_{RC})^2]=1/2$, lowers the bandwidth from 66.4 to 62.8 GHz. At fixed area $f_{RC}$ rises as $d$, while the transit bandwidth falls as $1/d$. They are equal at about 270 nm. In much thinner layers the circuit dominates, and $\eta f\propto d\times d=d^2$. The 125 nm row of the table and the 250 nm mirrored layer are thus transit-limited ideals that this diode and load would not reach.

Q: Your carriers also march in step. Does diffusion matter over half a micrometre?

A: Yes. In the 500 nm example it lowers the bandwidth more than the circuit just described. Without its source term, the drift-diffusion equation has solutions that show the scale of the effect. A carrier density varying as $e^{i\omega t+\lambda_c z}$ is such a solution if

$$D\lambda_c^2-v\lambda_c-i\omega=0 .$$

To lowest order $\lambda_c=-i\omega/v$. Putting this into the small term $D\lambda_c^2$ gives

$$\lambda_c\simeq-\frac{i\omega}{v}-\frac{D\omega^2}{v^3}.$$

Over the thickness $d$ the ripple is damped by $\exp[-x^2D/(vd)]$. For a rough high-field value $D=25\ \mathrm{cm^2/s}$, $vd/D=12$. At the ideal half-power point $x^2=12.1$, so the exponent is about one. Diffusion is not a small correction, and this expansion gives its scale only.

A numerical solution of the full equation, with uniform generation and equal carriers, gives two cases. If each contact blocks the carrier that should go to the other side, all charge is collected but the bandwidth is 50 GHz. If each contact absorbs such carriers, 83% of the charge is collected and the bandwidth is 55 GHz. The product is lowered by factors of 0.76 and 0.69. These factors depend on $vd/D$, so the cancellation of thickness itself requires $d\gg x^2D/v$, here about 500 nm, as well as $d\ll1/\alpha=5000$ nm. With these parameters no thickness satisfies both conditions well. Instead of a plateau, the product has a broad maximum of about 5 GHz at a thickness of 1 to 1.5 µm. With blocking contacts it stops falling below about 250 nm, near 4.4 GHz, because diffusion then helps to sweep the carriers out. In such thin layers it is the circuit that lowers the product further.

Q: Then how close is the example to a germanium detector that someone might build?

A: A germanium layer of a few hundred nanometres to a few micrometres on silicon is a realistic structure, and tens of gigahertz is a realistic speed. The diameter of 8 µm is small for normal incidence. Doubling it would quarter $f_{RC}$ to 56 GHz, below the ideal transit bandwidth of 66 GHz and close to the values found with diffusion. Diffusion lowers the ideal product appreciably: at 500 nm the blocking case takes it from 6.3 GHz to about 4.8 GHz. A real mirror also loses some light, and absorption in the contact layers can add slow carriers; neither is included.

The chosen field is 0.05 MV/cm, or 2.5 V across the layer. Rough estimates make impact ionisation and direct band-to-band tunnelling negligible there. A background doping of $10^{15}\ \mathrm{cm^{-3}}$ changes the field by 0.006 MV/cm across the layer, about 11% of its value. This change grows in proportion to $d$. At 5000 nm it would exceed the chosen field itself, so the last row of the table assumes a much purer layer. The absorption coefficient is more delicate. The photon energy lies about 30 meV above an assumed direct gap of 0.77 eV, while the field broadens the absorption edge on a scale of roughly 30 meV for heavy holes and 36 meV for light holes. Changing $d$ at fixed voltage would therefore change $\alpha$, and the product with it. Heating by 50 K narrows the gap and, for a simple square-root edge without field broadening, raises $\alpha$ by about 29%. Because the broadening here is as large as the distance from the edge, this is only a rough guide, and the actual rise can be considerably larger. With $v$ held fixed, the ideal thin-layer product rises in the same proportion. The remaining inputs and estimates are in the numerical output.

## Computed results

```
Wavelength: 1550 nm; temperature: 300 K
Absorption coefficient (rough): 2000 cm^-1
Carrier speed (rough): 6.00e+06 cm/s
Thickness: 500 nm; alpha*d: 0.100
Field: 0.050 MV/cm; voltage drop: 2.50 V
Half-power x: 3.4767; kappa: 0.5533 (dimensionless)
Full transit time: 8.33 ps
Thin-layer bandwidth: 66.40 GHz
Thin-limit product, no mirror: 6.640 GHz
Thin-limit product, mirror: 13.280 GHz
Same no-mirror limit: 6.640e+09 Hz
Finite absorption, R=0: d nm | eta | eta mirror | f GHz | products GHz
125 | 0.0247 | 0.0488 | 265.60 | 6.558, 12.953
250 | 0.0488 | 0.0952 | 132.80 | 6.477, 12.637
500 | 0.0952 | 0.1813 | 66.39 | 6.318, 12.035
1000 | 0.1813 | 0.3297 | 33.19 | 6.016, 10.941
5000 | 0.6321 | 0.8647 | 6.58 | 4.160, 5.691
Example mirror gain at finite absorption: 1.9048
Refractive index (rough): 4.2; bare front R: 0.379
Bare-front mirror gain: 2.761; thin limit: 3.219
Standing-wave factor at example d: 1.0569
Standing-wave correction bound: 5.87 %
Optical round trip: 14.0 fs
Unequal speeds: 7.0e+06, 6.0e+06 cm/s
Uniform-generation bandwidth, unequal speeds: 71.15 GHz
Mirror bandwidth shift, unequal speeds: -0.277 %
Diameter: 8.0 um; load: 50 ohm
Relative permittivity (rough): 16.0
Capacitance: 14.24 fF
RC bandwidth: 223.5 GHz; combined: 62.76 GHz
Thickness where RC and transit bandwidths match: 272.5 nm
Diffusion coefficient (rough): 25.0 cm2/s
v*d/D: 12.00 (dimensionless)
Absorbing wrong contacts: charge factor 0.8333, bandwidth 55.06 GHz
Blocking wrong contacts: charge factor 1.0000, bandwidth 50.37 GHz
Product factors with diffusion: absorbing 0.6910, blocking 0.7586
Background doping (rough): 1.0e+15 cm^-3
Field change from doping: 0.0057 MV/cm
Incident power: 0.10 mW
Mean density of each photocarrier: 1.23e+13 cm^-3
Impact ionisations per hole crossing (rough): 2.6e-09
Direct gap (rough): 0.770 eV
Reduced mass (rough): 0.020 electron masses
Direct tunnelling exponent: 108.7 (dimensionless)
Photon energy: 0.7999 eV
Photon energy above gap: 29.9 meV
Field-broadening energy: 36.2 meV
Heating: 50 K; gap slope: -0.40 meV/K
Square-root-edge absorption factor after heating: 1.292
```
